# Edelstein spin density of a Rashba gas from two Fermi circles, part 1

(Sections cited here and not found follow in the second part.)

## First half: two displaced Fermi circles

Q: You say that a current polarizes the spins of a two-dimensional electron gas with no magnet present. Which quantity do you compute, and for which Hamiltonian?

A: I compute the spin per unit area when a weak, uniform and steady electric field $E$ points along $x$. In the algebra I use atomic units, so $\hbar=1$. I keep the elementary charge $e>0$ as a symbol, and the force on an electron is $F=-eE$. One electron has

$$H=\frac{k^2}{2m}+\alpha\,(k_y\sigma_x-k_x\sigma_y),\qquad \alpha>0 .$$

The spin operator is $\boldsymbol\sigma/2$, and $\mathbf S$ denotes the spin density. Electrons do not interact with each other, and only terms of first order in $E$ are kept. The second term of $H$ is the Rashba coupling, which is allowed when the two faces of the layer are inequivalent.

Q: In equilibrium that Hamiltonian has no net spin. Why should a field change this?

A: Because spin is tied to momentum. Write $k_x=k\cos\theta$ and $k_y=k\sin\theta$. The Rashba term becomes

$$\alpha k\,\hat n\cdot\boldsymbol\sigma,\qquad \hat n=(\sin\theta,-\cos\theta,0).$$

Since $\hat n$ is a unit vector, $(\hat n\cdot\boldsymbol\sigma)^2=1$, and $\hat n\cdot\boldsymbol\sigma$ has the eigenvalues $s=\pm1$. The energies are therefore

$$E_s(k)=\frac{k^2}{2m}+s\alpha k .$$

In an eigenstate the vector $\langle\boldsymbol\sigma\rangle$ has unit length and its component along $\hat n$ is $s$, so $\langle\boldsymbol\sigma\rangle=s\hat n$. In particular

$$\langle\sigma_y\rangle=-s\cos\theta .$$

At equilibrium each energy is occupied equally at all angles, and the average of $\cos\theta$ vanishes. A current means that more electrons move one way than the other, so this average no longer has to vanish.

Q: But the two bands carry opposite spins at the same angle. Their contributions ought to cancel.

A: They would cancel if the two Fermi circles were equal, so we need their radii. Take first a Fermi level $\mu>0$, measured from the point $k=0$ where the bands cross. Setting $E_s(k)=\mu$ gives

$$k^2+2sm\alpha k-2m\mu=0 .$$

The product of the roots is $-2m\mu<0$, so each band has one positive root:

$$k_s=-sm\alpha+\sqrt{m^2\alpha^2+2m\mu}=m(v-s\alpha),\qquad v=\sqrt{\alpha^2+\frac{2\mu}{m}} .$$

The symbol $v$ is the Fermi speed on both circles, because

$$\left.\frac{dE_s}{dk}\right|_{k_s}=\frac{k_s}{m}+s\alpha=v .$$

The circles differ in radius by

$$k_--k_+=2m\alpha ,$$

whatever the value of $\mu>0$. A circle of radius $k_s$ encloses $\pi k_s^2/(2\pi)^2=k_s^2/(4\pi)$ electrons per area, so the density is

$$n=\frac{k_+^2+k_-^2}{4\pi}=\frac{m^2\left[(v-\alpha)^2+(v+\alpha)^2\right]}{4\pi}=\frac{m^2(v^2+\alpha^2)}{2\pi}.$$

Raising the density makes both circles larger and leaves the gap between them unchanged.

Q: How does the field act on these circles? You need some scattering, or the current would grow for ever.

A: Begin with the simplest collision model: every occupation returns to equilibrium at the same rate $1/\tau$. In the steady state the Boltzmann equation reads

$$F\frac{\partial f_s}{\partial k_x}=-\frac{f_s-f_0(E_s)}{\tau},$$

where $f_0$ is the Fermi function. To first order in $F$, the derivative on the left may be taken of $f_0$:

$$\delta f_s=f_s-f_0=-F\tau\frac{\partial f_0(E_s)}{\partial k_x}.$$

These are the first two terms of $f_0$ evaluated at $\mathbf k-F\tau\hat x$. Both circles are thus displaced by the same vector $F\tau\hat x$. This collision model is an assumption that will have to be questioned.

At zero temperature $df_0/dE=-\delta(E-\mu)$, and $\delta(E_s-\mu)=\delta(k-k_s)/v$. Since $\partial E_s/\partial k_x=v\cos\theta$ at the circle,

$$\delta f_s=F\tau\cos\theta\,\delta(k-k_s).$$

The speed has dropped out.

Q: Then show me the spin of each circle separately, before any cancellation is claimed.

A: Each electron contributes half of $\langle\sigma_y\rangle$. For circle $s$,

$$S_y^{(s)}=\frac12\int\frac{k\,dk\,d\theta}{(2\pi)^2}\,(-s\cos\theta)\,F\tau\cos\theta\,\delta(k-k_s).$$

The radial integral gives $k_s$, and the angular integral of $\cos^2\theta$ gives $\pi$. Hence

$$S_y^{(s)}=-\frac{s}{2}\,\frac{F\tau k_s\pi}{4\pi^2}=-\frac{sF\tau k_s}{8\pi}.$$

The signs are opposite and the sizes are proportional to the radii. The sum is

$$S_y=\frac{F\tau}{8\pi}(k_--k_+)=\frac{F\tau}{8\pi}\,2m\alpha=\frac{m\alpha\tau F}{4\pi}\qquad\text{(constant relaxation time)}.$$

Each contribution grows with the density, but their sum does not, at fixed $\tau$. Relative to the mean size of the two contributions, the remainder is

$$\frac{k_--k_+}{(k_-+k_+)/2}=\frac{2m\alpha}{mv}=\frac{2\alpha}{v},$$

which is small for weak coupling.

The other components vanish here. The $x$ component contains the angular integral of $\sin\theta\cos\theta$, which is zero, and the band states have no spin along $z$.

Q: A small difference between large numbers makes me suspicious. A slight change in the occupation might alter it completely.

A: The suspicion is justified where the change differs between the circles. If the displacement of circle $s$ were $F\tau_s$, the sum would be $F(\tau_-k_--\tau_+k_+)/(8\pi)$. A relative difference of order $\alpha/v$ between $\tau_+$ and $\tau_-$ would then change the result by an amount as large as the result itself. This is why the collision model matters, and why the prefactor above belongs to the constant relaxation time.

Thermal smearing is less dangerous, because it acts on both bands through the same function of energy.

Q: Show that. At finite temperature the circles are not even sharp.

A: Keep $f_0$ general, abbreviate $f_0(E_s(k))$ by $f_s$, and use $\partial f_s/\partial k_x=\cos\theta\,\partial f_s/\partial k$. The two minus signs, one from the spin and one from $\delta f_s$, combine to a plus:

$$S_y=\frac{F\tau}{8\pi}\sum_s s\int_0^\infty k\frac{\partial f_s}{\partial k}\,dk .$$

Integrate by parts. The boundary term vanishes at $k=0$ because of the factor $k$, and at infinity because $f_s$ does. This leaves

$$S_y=-\frac{F\tau}{8\pi}\sum_s s\int_0^\infty f_s\,dk=\frac{F\tau}{8\pi}\int_0^\infty(f_--f_+)\,dk .$$

Now complete the square in the energy. With $p=k+sm\alpha$,

$$E_s=\frac{p^2}{2m}-\frac{m\alpha^2}{2},$$

which is the same function of $p$ for both bands. The lower limit is $p=-m\alpha$ for $s=-1$ and $p=+m\alpha$ for $s=+1$. Everything above $p=m\alpha$ cancels, and

$$S_y=\frac{F\tau}{8\pi}\int_{-m\alpha}^{m\alpha}f_0\!\left(\frac{p^2}{2m}-\frac{m\alpha^2}{2}\right)dp=\frac{m\alpha\tau F}{4\pi}\,\bar f .$$

Here $\bar f$ is the mean occupation over that interval. Its energies run from the band bottom, $-m\alpha^2/2$, up to the crossing at zero.

So in this model the density drops out because the states between the band bottom and the crossing are full. Adding electrons at higher energies changes nothing. Heating matters when it empties those low states.

Q: That suggests a failure at low density, when the Fermi level falls below the crossing.

A: It does fail there. At zero temperature and $-m\alpha^2/2<\mu<0$, the occupied part of the interval is $|p|<mv$, with the same definition of $v$ and now $v<\alpha$. The integral equals $2mv$, so

$$S_y=\frac{mv\tau F}{4\pi}.$$

Both Fermi circles now belong to the lower band, with radii $m(\alpha+v)$ and $m(\alpha-v)$. The filled region is the ring between them, and

$$n=\frac{m^2\left[(\alpha+v)^2-(\alpha-v)^2\right]}{4\pi}=\frac{m^2\alpha v}{\pi}.$$

Eliminating $v$ gives

$$S_y=\frac{\tau F}{4m\alpha}\,n .$$

The spin density is then proportional to the electron density. At the crossing $v=\alpha$ and $n=m^2\alpha^2/\pi$, and this expression becomes $m\alpha\tau F/(4\pi)$, which joins the result found above the crossing. The claim of density independence therefore needs $\mu>0$.

Q: Has this been compared with a sum over states that does not use your circles?

A: Yes. The Hamiltonian was diagonalized on a grid of momenta, the equilibrium occupations were displaced along $k_x$, and the spins were summed. In units with $m=1$, the inputs were $\alpha=0.1$, temperature $0.03$, displacement $F\tau=0.02$ and $\mu=0.3$, $0.5$ and $1.0$. All three sums agreed with $m\alpha\tau F/(4\pi)$ to within 0.3 per cent.

Below the crossing, with $\alpha=1$, temperature $0.01$, the same displacement and $\mu=-0.3$ and $-0.2$, the sums agreed with $mv\tau F/(4\pi)$ to within 0.5 per cent.

Q: You have treated each electron as sitting in one band. The displacement also moves electrons to momenta where the band spin points elsewhere. What happens to that mismatch?

A: It produces coherence between the bands, and we can calculate it by using a $2\times2$ density matrix $\rho(\mathbf k)$. With the same constant relaxation time and to first order in $F$,

$$\frac{\rho_1}{\tau}+i[H,\rho_1]=-F\frac{\partial\rho_0}{\partial k_x}.$$

The equilibrium matrix is

$$\rho_0=\frac{f_++f_-}{2}+g\,\hat n\cdot\boldsymbol\sigma,\qquad g=\frac{f_+-f_-}{2}.$$

The derivatives of $f_\pm$ give matrices that commute with $H$. They reproduce the Boltzmann result. The derivative of $\hat n$ gives the new part.

Let $\hat t=\partial\hat n/\partial\theta=(\cos\theta,\sin\theta,0)$. Since $\partial\theta/\partial k_x=-\sin\theta/k$,

$$-Fg\frac{\partial\hat n}{\partial k_x}=\frac{Fg\sin\theta}{k}\,\hat t .$$

Write the new part of $\rho_1$ as $\mathbf r\cdot\boldsymbol\sigma$ with $\mathbf r=a\hat t+b\hat z$. The Pauli matrices obey $[\hat n\cdot\boldsymbol\sigma,\mathbf r\cdot\boldsymbol\sigma]=2i(\hat n\times\mathbf r)\cdot\boldsymbol\sigma$, so the commutator term is $-2\alpha k\,(\hat n\times\mathbf r)\cdot\boldsymbol\sigma$. From $\hat n\times\hat t=\hat z$ and $\hat n\times\hat z=-\hat t$ we obtain

$$\frac a\tau+2\alpha k\,b=\frac{Fg\sin\theta}{k},\qquad \frac b\tau-2\alpha k\,a=0 .$$

With $x=2\alpha k\tau$, the second equation gives $b=xa$, and the first then gives

$$a=\frac{F\tau g\sin\theta}{k(1+x^2)} .$$

The number $x$ is the angle through which a spin precesses in the time $\tau$.

Q: Does this alter $S_y$?

A: It does. The spin of $\mathbf r\cdot\boldsymbol\sigma$ is $\tfrac12\mathrm{Tr}[\boldsymbol\sigma\,(\mathbf r\cdot\boldsymbol\sigma)]=\mathbf r$. Its $z$ component varies as $\sin\theta$ and its $x$ component as $\sin\theta\cos\theta$, so both average to zero. The $y$ component is $a\sin\theta$, and it adds

$$\Delta S_y=\int\frac{k\,dk\,d\theta}{(2\pi)^2}\,\frac{F\tau g\sin^2\theta}{k(1+x^2)}=\frac{F\tau}{4\pi}\int\frac{g\,dk}{1+x^2}.$$

At zero temperature and $\mu>0$, $g=-\tfrac12$ between $k_+$ and $k_-$, and it is zero elsewhere. For $\alpha\ll v$ this interval is narrow, so $x$ may be taken at $k_F=\sqrt{2\pi n}$. The interval has length $2m\alpha$, hence

$$\Delta S_y=-\frac{m\alpha\tau F}{4\pi}\,\frac1{1+x^2},\qquad S_y+\Delta S_y=\frac{m\alpha\tau F}{4\pi}\,\frac{x^2}{1+x^2}.$$

The two-circle picture with a constant relaxation time is thus valid when $x\gg1$, that is, when the bands are split by much more than their collision broadening. In the opposite limit this model loses nearly all of its spin density.

## Second half: impurities and a quantum well

Q: Before we go on, restate what you are carrying over.

A: The bands are $E_s=k^2/2m+s\alpha k$ with $s=\pm1$, and their spin direction is $s\hat n$ with $\hat n=(\sin\theta,-\cos\theta,0)$. For $\mu>0$ the Fermi radii are $k_s=m(v-s\alpha)$, with one common speed $v$, and $n=m^2(v^2+\alpha^2)/(2\pi)$. The force is $F=-eE$ along $x$. A constant relaxation time gives $S_y=m\alpha\tau F/(4\pi)$ when $x=2\alpha k_F\tau\gg1$, where $k_F=\sqrt{2\pi n}$.

Q: That last result rests on a collision term that you wrote down for convenience. Real collisions put an electron somewhere after removing it from its state.

A: So let us use actual scatterers. Take weak, spin-independent impurities of very short range, with $n_i$ impurities per area, each having the same matrix element $u$ between all plane waves. By the golden rule, the rate from a state $(s,\theta)$ to a state $(s',\theta')$ is

$$2\pi n_iu^2\,|\langle s'\theta'|s\theta\rangle|^2\,\delta(E-E').$$

The impurity does not turn the spin, so the spinor overlap enters. The projector on a band state is $P_s=(1+s\hat n\cdot\boldsymbol\sigma)/2$, and therefore

$$|\langle s'\theta'|s\theta\rangle|^2=\mathrm{Tr}(P_sP'_{s'})=\frac{1+ss'\hat n\cdot\hat n'}2=\frac{1+ss'\cos(\theta-\theta')}2 .$$

We also need the density of states of each circle. Write $N_0=m/(2\pi)$, the value per spin without Rashba coupling. Then

$$N_s=\frac{k_s}{2\pi v}=N_0\left(1-\frac{s\alpha}v\right),\qquad N_++N_-=2N_0 .$$

With a constant relaxation time, the two displaced Fermi circles leave a spin density $S_y=m\alpha\tau F/(4\pi)$ for $\mu>0$ and $x\gg1$, independent of the electron density at fixed $\tau$. The impurity scattering rates and densities of states are now in place; it remains to find the spin density they produce and to put in numbers for a quantum well.
